# Effective-Mass Sum Rule and Optical Weight of a One-Dimensional Crystal: a numerical check

```python
"""Effective-mass sum rule and optical weight of a one-dimensional crystal.

Result under test (Hartree atomic units, H = p^2/2 + V0 cos(2 pi x/a)):
    E_n''(k) = 1 - sum_{m != n} F_mn,   F_mn = 2 |v_mn|^2 / (E_m - E_n)
    n_D + n_inter = n
E_n(k): band energy; v_mn: matrix element of p + k between periodic functions;
n: electrons per length (two spins); n_D: Drude density, (2/pi) * Fermi velocity;
n_inter: sum of F_mn over transitions from occupied to empty states.
Independent road: energies from real-space integration over one cell, and the
current from explicit time propagation after a small field impulse.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

a = 4.0                      # lattice constant, bohr
V0 = 0.4                     # potential amplitude, hartree
edge = np.pi / a             # zone-edge wave number
G = 2 * edge * np.arange(-9, 10)


def hamiltonian(k, amp=V0):
    off = np.full(len(G) - 1, amp / 2)
    return np.diag((k + G) ** 2 / 2) + np.diag(off, 1) + np.diag(off, -1)


def bloch(k, amp=V0):
    """Energies, velocity matrix and plane-wave coefficients at k."""
    energy, coef = np.linalg.eigh(hamiltonian(k, amp))
    return energy, coef.T @ ((k + G)[:, None] * coef), coef


def curvature_terms(k, n):
    """Contribution of every other band m to E_n''(k)."""
    energy, vel, _ = bloch(k)
    terms = np.zeros(len(G))
    others = np.arange(len(G)) != n
    terms[others] = 2 * vel[others, n] ** 2 / (energy[n] - energy[others])
    return terms


def half_trace(energy):
    """Half the trace of the real-space transfer matrix over one cell."""
    def rhs(x, y):
        w = 2 * (V0 * np.cos(2 * np.pi * x / a) - energy)
        return [y[1], w * y[0], y[3], w * y[2]]
    y = solve_ivp(rhs, (0, a), [1.0, 0.0, 0.0, 1.0], method="DOP853",
                  rtol=1e-12, atol=1e-13).y[:, -1]
    return (y[0] + y[3]) / 2


def real_space_energy(k, n):
    """Root of half_trace(E) = cos(k a); plane waves supply only the bracket."""
    guess = bloch(k)[0][n]
    root = brentq(lambda e: half_trace(e) - np.cos(k * a),
                  guess - 0.02, guess + 0.02, xtol=1e-14, rtol=1e-14)
    assert abs(root - guess) < 1e-8
    return root


def real_space_curvature(k, n, h=0.005):
    e = [real_space_energy(k + j * h, n) for j in (-2, -1, 0, 1, 2)]
    return (-e[0] + 16 * e[1] - 30 * e[2] + 16 * e[3] - e[4]) / (12 * h * h)


def real_space_velocity(k, n, h=0.005):
    e = [real_space_energy(k + j * h, n) for j in (-2, -1, 1, 2)]
    return (e[0] - 8 * e[1] + 8 * e[2] - e[3]) / (12 * h)


def gauss(lo, hi, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


def interband_by_final_band(filling, amp=V0):
    """Interband density from occupied-to-empty transitions, per final band."""
    if filling <= 2:
        segments = [(0.0, filling * edge / 2, 1)]
    else:                    # band 2 fills from the zone edge inwards
        inner = (2 - filling / 2) * edge
        segments = [(0.0, inner, 1), (inner, edge, 2)]
    result = np.zeros(len(G))
    for lo, hi, occupied in segments:
        for k, w in zip(*gauss(lo, hi, 60)):
            energy, vel, _ = bloch(k, amp)
            for n in range(occupied):
                for m in range(occupied, len(G)):
                    f = 2 * vel[m, n] ** 2 / (energy[m] - energy[n])
                    result[m] += 2 / np.pi * w * f
    return result


print(f"lattice constant a = {a:.1f} bohr")
print(f"potential amplitude V0 = {V0:.1f} hartree")
print(f"zone edge pi/a = {edge:.5f} bohr^-1")
e_edge = bloch(edge)[0]
print(f"gap between bands 1 and 2 at zone edge = {e_edge[1]-e_edge[0]:.5f} hartree")

# Curvature: sum over bands against differences of real-space energies.
print("Inverse mass E'' (units 1/m_e), k in units of pi/a:")
print("band k | free, strongest term (its band), others | sum | real-space")
for n, frac in [(0, 0.0), (0, 0.5), (0, 1.0), (1, 1.0), (1, 0.5), (2, 0.5)]:
    terms = curvature_terms(frac * edge, n)
    big = int(np.argmax(abs(terms)))
    total = 1 + terms.sum()
    direct = real_space_curvature(frac * edge, n)
    assert abs(total - direct) < 1e-4
    print(f"{n+1} {frac:.1f} | 1, {terms[big]:+.4f} ({big+1}), "
          f"{terms.sum()-terms[big]:+.4f} | {total:+.4f} | {direct:+.4f}")
    if frac in (0.0, 1.0):
        print(f"   effective mass m* = {1/total:+.4f} m_e")

# Optical weight at several fillings, including an insulator and band 2.
print("Densities in bohr^-1 (v_F in atomic units):")
print("electrons/cell | v_F | n_D | n_inter | n_D+n_inter | n")
drude = {}
for filling in (0.5, 1.0, 1.5, 2.0, 3.0):
    k_fermi = filling * edge / 2
    v_fermi = real_space_velocity(k_fermi, 0 if filling <= 2 else 1)
    drude[filling] = 2 / np.pi * v_fermi
    inter = interband_by_final_band(filling).sum()
    density = filling / a
    assert abs(drude[filling] + inter - density) < 1e-6
    print(f"{filling:.1f} | {round(v_fermi, 5)+0.0:.5f} | "
          f"{round(drude[filling], 5)+0.0:.5f} | {inter:.5f} | "
          f"{drude[filling]+inter:.5f} | {density:.5f}")

# Details for one electron per cell.
n_total = 1 / a
k_f = edge / 2
by_band = interband_by_final_band(1.0)
print("One electron per cell, shares of n:")
print(f"Drude share = {drude[1.0]/n_total:.5f}")
for m in (1, 2, 3):
    print(f"interband share, band 1 to {m+1} = {by_band[m]/n_total:.6f}")
print(f"Drude + band 2 only = {(drude[1.0]+by_band[1])/n_total:.6f}")
e_f, e_0 = bloch(k_f)[0], bloch(0.0)[0]
print(f"1-to-2 transition energy at k_F = {e_f[1]-e_f[0]:.5f} hartree")
print(f"1-to-2 transition energy at k=0 = {e_0[1]-e_0[0]:.5f} hartree")
bohr_nm = physical_constants["Bohr radius"][0] * 1e9
print(f"n = {n_total/bohr_nm:.4f} nm^-1, n_D = {drude[1.0]/bohr_nm:.4f} nm^-1, "
      f"n_inter = {by_band.sum()/bohr_nm:.4f} nm^-1")

# Time propagation after a sudden shift of k by +kappa or -kappa.
kappa, dt, steps = 1e-5, 0.5, 400
times = dt * np.arange(steps + 1)
nodes, weights = gauss(0.0, k_f, 80)
start = np.array([bloch(k)[2][:, 0] for k in nodes]).astype(complex)
mean_velocity = {}
for sign in (1, -1):
    shifted = nodes + sign * kappa
    step = np.array([expm(-1j * dt * hamiltonian(k)) for k in shifted])
    psi = start[:, :, None].copy()
    record = []
    for _ in times:
        prob = abs(psi[:, :, 0]) ** 2
        v = (prob * (shifted[:, None] + G)).sum(axis=1)
        record.append(2 / np.pi * weights @ v)
        psi = step @ psi
    mean_velocity[sign] = np.array(record)
response = (mean_velocity[1] - mean_velocity[-1]) / (2 * kappa)

predicted = np.full(len(times), drude[1.0])
for k, w in zip(nodes, weights):
    energy, vel, _ = bloch(k)
    omega = energy[1:] - energy[0]
    strength = 2 * vel[1:, 0] ** 2 / omega
    predicted += 2 / np.pi * w * (strength @ np.cos(np.outer(omega, times)))
deviation = np.max(abs(response - predicted))
assert deviation < 1e-5
window = 1 - np.cos(2 * np.pi * times / times[-1])
late_average = (window @ response) / window.sum()
assert abs(late_average - drude[1.0]) < 1e-4
print("Propagated impulse response sigma(t)/n, t in atomic units:")
for t in (0, 2, 4, 8, 20, 100):
    print(f"t = {t}: {response[int(t/dt)]/n_total:.5f}")
print(f"smooth average over t = 0 to {times[-1]:.0f}: {late_average/n_total:.5f}")
print(f"largest deviation from formula = {deviation:.1e} bohr^-1")

# Transfer of weight with potential strength, one electron per cell.
print("V0 (hartree) | n_D/n | n_inter/n, one electron per cell:")
previous = 1.0
for amp in (0.1, 0.2, 0.4, 0.8, 1.6):
    h = 1e-3
    slope = (bloch(k_f + h, amp)[0][0] - bloch(k_f - h, amp)[0][0]) / (2 * h)
    d_share = 2 / np.pi * slope / n_total
    i_share = interband_by_final_band(1.0, amp).sum() / n_total
    assert abs(d_share + i_share - 1) < 1e-4
    assert d_share < previous
    previous = d_share
    print(f"{amp:.1f} | {d_share:.4f} | {i_share:.4f}")

print("done: every assertion held")
```

Output:

```
lattice constant a = 4.0 bohr
potential amplitude V0 = 0.4 hartree
zone edge pi/a = 0.78540 bohr^-1
gap between bands 1 and 2 at zone edge = 0.39739 hartree
Inverse mass E'' (units 1/m_e), k in units of pi/a:
band k | free, strongest term (its band), others | sum | real-space
1 0.0 | 1, -0.1777 (2), -0.0000 | +0.8222 | +0.8222
   effective mass m* = +1.2162 m_e
1 0.5 | 1, -0.4986 (2), -0.0227 | +0.4787 | +0.4787
1 1.0 | 1, -3.1855 (2), -0.0084 | -2.1939 | -2.1939
   effective mass m* = -0.4558 m_e
2 1.0 | 1, +3.1855 (1), -0.0189 | +4.1665 | +4.1665
   effective mass m* = +0.2400 m_e
2 0.5 | 1, +0.4986 (1), -0.0230 | +1.4756 | +1.4756
3 0.5 | 1, +0.0225 (1), +0.0139 | +1.0364 | +1.0364
Densities in bohr^-1 (v_F in atomic units):
electrons/cell | v_F | n_D | n_inter | n_D+n_inter | n
0.5 | 0.15770 | 0.10039 | 0.02461 | 0.12500 | 0.12500
1.0 | 0.28553 | 0.18178 | 0.06822 | 0.25000 | 0.25000
1.5 | 0.29775 | 0.18956 | 0.18544 | 0.37500 | 0.37500
2.0 | 0.00000 | 0.00000 | 0.50000 | 0.50000 | 0.50000
3.0 | 1.05814 | 0.67364 | 0.07636 | 0.75000 | 0.75000
One electron per cell, shares of n:
Drude share = 0.72711
interband share, band 1 to 2 = 0.238390
interband share, band 1 to 3 = 0.034434
interband share, band 1 to 4 = 0.000061
Drude + band 2 only = 0.965498
1-to-2 transition energy at k_F = 0.74038 hartree
1-to-2 transition energy at k=0 = 1.28503 hartree
n = 4.7243 nm^-1, n_D = 3.4351 nm^-1, n_inter = 1.2892 nm^-1
Propagated impulse response sigma(t)/n, t in atomic units:
t = 0: 1.00000
t = 2: 0.61984
t = 4: 0.60208
t = 8: 0.78922
t = 20: 0.69791
t = 100: 0.73361
smooth average over t = 0 to 200: 0.72711
largest deviation from formula = 5.4e-09 bohr^-1
V0 (hartree) | n_D/n | n_inter/n, one electron per cell:
0.1 | 0.9772 | 0.0228
0.2 | 0.9145 | 0.0855
0.4 | 0.7271 | 0.2729
0.8 | 0.3891 | 0.6109
1.6 | 0.1105 | 0.8895
done: every assertion held
```
